\section*{Valley couplings of phosphorus in silicon from three donor levels}

\section*{Problem}

A phosphorus atom on a lattice site of silicon binds an electron in a manifold of six 1s-like states, one for each conduction-band valley along $\pm x,\pm y,\pm z$. The potential near the donor couples the valleys and splits the manifold into a singlet, a triplet and a doublet, with the given binding energies
\begin{equation}
B_A=45.59,\qquad B_T=33.89,\qquad B_E=32.58\ \text{meV}.
\end{equation}
These multiplicities count orbital states; spin and spin-orbit coupling are left out. Binding energies are measured downward from the conduction-band edge, so the binding operator is $\hat B=-\hat H$ with the energy zero at that edge.

\begin{enumerate}
\item Show that in a suitable orthonormal valley basis the matrix $M$ of $\hat B$ contains three real numbers: a diagonal element $b$, a coupling $g$ between opposite valleys and a coupling $f$ between adjacent valleys.
\item Find the eigenvalues of $M$ and their multiplicities.
\item Obtain $b$, $g$ and $f$ from the three levels. Discuss the signs, the rounding of the data, and what happens if the triplet and doublet labels are exchanged.
\item The original valley functions overlap slightly. Relate their raw matrix elements to $g$ and $f$, and estimate the difference.
\item Discuss the assumption of a common envelope, the effect of strain, and the thermal occupation of the levels.
\end{enumerate}

\section*{Solution}

\subsection*{1. Three numbers from the site symmetry}

The symmetry group of the donor site is $T_d$. Its 24 operations permute the coordinates $x,y,z$ and change an even number of signs. They carry any valley into any other.

Let $\psi_{x}$ be the state of the $+x$ valley and define the others by $\psi_{Rx}=R\psi_x$. This is unambiguous if every operation that keeps the $+x$ direction leaves $\psi_x$ unchanged. There are four such operations: the identity, the half-turn about $x$, and the mirrors $y\leftrightarrow z$ and $y\leftrightarrow -z$. The silicon conduction-band minimum has the symmetry called $\Delta_1$, which is invariant under all four, and the 1s envelope is too. The group therefore permutes the six states without extra phases.

Suppose first that the states are orthonormal. Since $\hat B$ commutes with each $R$,
\begin{equation}
M_{Ri,Rj}=M_{ij}.
\label{eq:inv}
\end{equation}
Three consequences follow.

\begin{itemize}
\item Any valley can be carried into any other, so all diagonal elements equal one number $b$, real because $M$ is Hermitian.
\item The half-turn about $z$ exchanges $+x$ and $-x$. Thus $M_{x,-x}=M_{-x,x}=M_{x,-x}^*$, and this element is a real number $g$. Cyclic permutations of the axes give the same $g$ for the other opposite pairs.
\item There are $6\times4=24$ ordered pairs of adjacent valleys. An operation that fixes both $+x$ and $+y$ could at most reverse $z$, but a single sign change is not in the group, so it is the identity. The 24 operations thus carry $(+x,+y)$ into 24 different ordered pairs, which are all of them. All adjacent elements are equal, including those with reversed order, so their common value $f$ is real.
\end{itemize}

If the original states have an overlap matrix $S$ and raw matrix elements $h$ of $\hat B$, the levels follow from $hc=B\,Sc$. Setting $c=S^{-1/2}v$ and multiplying by $S^{-1/2}$ from the left gives
\begin{equation}
Mv=Bv,\qquad M=S^{-1/2}hS^{-1/2}.
\label{eq:lowdin}
\end{equation}
Both $S$ and $h$ commute with the valley permutations, hence so do $S^{-1/2}$ and $M$. The three-number form therefore survives orthogonalization, and $g$ and $f$ are couplings between the orthogonalized states.

\subsection*{2. Levels and multiplicities}

Let $c_i$ be the amplitude on valley $i$. The eigenvalue equation reads
\begin{equation}
Bc_i=bc_i+gc_{-i}+f\sum_{j\neq\pm i}c_j.
\label{eq:row}
\end{equation}

Take first amplitudes that are odd within each opposite pair, $c_{-i}=-c_i$. The last sum vanishes because each pair in it cancels, so $B=b-g$. One independent vector exists per axis, which makes a triplet.

Now take even amplitudes, $c_i=c_{-i}=a_n$ with $n=x,y,z$. The sum contains both members of the two other pairs, and \eqref{eq:row} becomes
\begin{equation}
Ba_n=(b+g)a_n+2f\left(a_x+a_y+a_z-a_n\right).
\end{equation}
For $a_x=a_y=a_z$ the bracket is $2a_n$. For $a_x+a_y+a_z=0$ it is $-a_n$, and two independent vectors satisfy this condition. The complete spectrum is
\begin{align}
B_A&=b+g+4f && \text{(one state)},\label{eq:A}\\
B_T&=b-g && \text{(three states)},\label{eq:T}\\
B_E&=b+g-2f && \text{(two states)}.\label{eq:E}
\end{align}

Two limits show what each coupling does. With $f=0$ the axes decouple and the singlet and doublet merge at $b+g$: opposite-valley coupling alone gives two groups of three states. With $g=f$ all off-diagonal elements are equal, and the triplet and doublet merge into five states at $b-f$, while the singlet has binding energy $b+5f$. In general
\begin{equation}
B_T-B_E=2(f-g),
\label{eq:order}
\end{equation}
so the order of the two upper energy levels tells which coupling is larger.

\subsection*{3. Inversion}

Subtracting \eqref{eq:E} from \eqref{eq:A} removes $b$ and $g$:
\begin{equation}
f=\frac{B_A-B_E}{6}=\frac{13.01}{6}\ \text{meV}=2.168\ \text{meV}.
\label{eq:f}
\end{equation}
Equation \eqref{eq:order} then gives
\begin{equation}
g=f-\frac{B_T-B_E}{2}=2.168-\frac{1.31}{2}\ \text{meV}=1.513\ \text{meV}.
\label{eq:g}
\end{equation}
Inserting \eqref{eq:f} for $f$ gives the closed form
\begin{equation}
g=\frac{B_A-B_E}{6}+\frac{B_E-B_T}{2}
=\frac{B_A}{6}+\frac{B_E}{3}-\frac{B_T}{2}.
\label{eq:gclosed}
\end{equation}
Finally, \eqref{eq:T} gives
\begin{equation}
b=B_T+g=\frac{B_A+3B_T+2B_E}{6}=35.403\ \text{meV}.
\end{equation}
This is the mean binding energy of the six states, as the trace of $M$ requires. It includes the shift that the donor's central cell produces within a single valley, so it is not the binding energy of a purely Coulombic effective-mass donor.

The opposite-valley coupling is thus about $1.51$ meV and the adjacent-valley coupling about $2.17$ meV. Substitution confirms the levels:
\begin{align}
b+g+4f&=35.403+1.513+8.673=45.59\ \text{meV},\\
b+g-2f&=35.403+1.513-4.337=32.58\ \text{meV}.
\end{align}
This agreement does not test the model, since three parameters have been found from three energies. The symmetry predicts the multiplicities 1, 3 and 2, and these could disagree with observation.

\paragraph{Signs.} Both couplings are positive in the binding matrix and therefore negative, that is attractive, in the energy matrix. The uniform combination gains from all of them and is the most strongly bound. The signs refer to the phases fixed in part 1. Multiplying the basis states by other phases changes the phases of the off-diagonal elements but not their magnitudes.

\paragraph{Rounding.} If each input is uncertain by $0.005$ meV, the coefficients in \eqref{eq:gclosed} give a largest error in $g$ of
\begin{equation}
0.005\left(\tfrac16+\tfrac13+\tfrac12\right)\ \text{meV}=0.005\ \text{meV}.
\end{equation}
For $f$ it is $0.010/6$ meV, or $0.0017$ meV. These bounds cover rounding of the inputs, not the approximations discussed below.

\paragraph{Labels.} Assigning $32.58$ meV to the triplet and $33.89$ meV to the doublet would give $g=2.605$ meV and $f=1.950$ meV. The same three energies would appear, but with three states at $32.58$ meV and two at $33.89$ meV. The energies alone do not decide between the two solutions; the multiplicities do.

\subsection*{4. Overlap of the original valley states}

Let $P$ be the matrix that exchanges opposite valleys, and let $A$ have the element 1 between adjacent valleys and 0 elsewhere. With real overlaps $s_o$ and $s_a$ for opposite and adjacent valleys,
\begin{equation}
S=1+s_oP+s_aA,\qquad M=b+gP+fA.
\end{equation}
Clearly $P^2=1$. Opposite valleys have the same neighbours, so $PA=AP=A$. The elements of $A^2$ count common neighbours: four for a valley with itself, four for an opposite pair, two for an adjacent pair. Therefore
\begin{equation}
A^2=4+4P+2A.
\end{equation}
It follows that $S$ and $M$ commute, and inverting \eqref{eq:lowdin} gives $h=S^{1/2}MS^{1/2}=SM$. Collecting the terms proportional to $P$ and to $A$ yields
\begin{align}
h_o-g&=b\,s_o+4f\,s_a,\label{eq:ho}\\
h_a-f&=b\,s_a+f\,s_o+(g+2f)s_a.\label{eq:ha}
\end{align}
The term $4fs_a$ comes from the four valleys adjacent to both members of an opposite pair.

To estimate the overlaps, write a valley state as $F(\mathbf r)e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r)$. The lattice-periodic product $u_{\mathbf k'}^*u_{\mathbf k}$ is a Fourier series over reciprocal vectors $\mathbf G$. For normalized $u$ its coefficients have magnitude at most one. Each is multiplied by the Fourier transform of the envelope density at $\mathbf q=\mathbf k-\mathbf k'+\mathbf G$. For a spherical envelope with density $e^{-2r/r_0}/(\pi r_0^3)$,
\begin{align}
\Phi(q)&=\frac{4}{qr_0^3}\int_0^\infty re^{-2r/r_0}\sin(qr)\,dr\nonumber\\
&=\frac{4}{qr_0^3}\,\frac{2(2/r_0)q}{\left[(2/r_0)^2+q^2\right]^2}
=\frac{1}{\left[1+(qr_0/2)^2\right]^2}.
\end{align}

Take rough silicon values: lattice constant $a=0.543$ nm, valleys at $0.85$ of the distance from $\Gamma$ to $X$, and $r_0=1.4$ nm, typical of the short axis of the donor envelope. In units of $2\pi/a$, opposite valleys differ by $(1.7,0,0)$. Adding $\mathbf G=(-2,0,0)$ leaves a length of only $0.3$, or $q=3.47$ nm$^{-1}$. There $\Phi=0.021$, and $b\Phi=0.74$ meV would be about half of $g$.

This term vanishes by symmetry. For opposite valleys time reversal gives $u_{-\mathbf k}=u_{\mathbf k}^*$ up to a constant phase, so the periodic product is $u_{\mathbf k}^2$. The silicon crystal is unchanged by a quarter-turn about $x$ followed by the shift $\boldsymbol\tau=(a/4)(1,1,1)$, and $\Delta_1$ symmetry makes $u_{\mathbf k}$ invariant under this operation. A vector $\mathbf G$ along $x$ is not changed by the rotation, so its coefficient obeys
\begin{equation}
C_{\mathbf G}=C_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\tau}.
\end{equation}
For $\mathbf G=(2\pi/a)(-2,0,0)$ the exponential is $e^{-i\pi}=-1$, and $C_{\mathbf G}=0$. This holds for the unstrained crystal. A shear strain that shifts the two sublattices against each other along $x$ removes the operation, and the term returns; since $b\Phi=0.74$ meV, a coefficient of only $0.01$ contributes $0.007$ meV to $h_o-g$, more than the allowed terms estimated next.

The shortest remaining wave vector for opposite valleys is of the type $(0.7,1,1)$, with $q=18.26$ nm$^{-1}$. For adjacent valleys it is of the type $(0.15,0.15,1)$, with $q=11.83$ nm$^{-1}$. One such term with a coefficient of one gives $s_o\approx3.7\times10^{-5}$ and $s_a\approx2.1\times10^{-4}$. Then
\begin{align}
h_o-g&\approx0.0013+0.0018\ \text{meV}\approx0.003\ \text{meV},\\
h_a-f&\approx0.009\ \text{meV}.
\end{align}
These are about $0.2\%$ of $g$ and $0.4\%$ of $f$. They set a scale only and fix neither the sign nor a bound. The true coefficients can be well below one. Terms of equal length are tied by crystal symmetry with relative phases $\pm i$: the four opposite-valley terms sum to $2\sqrt2$ times one of them in magnitude, the two adjacent-valley terms to $\sqrt2$ times. The next terms, with $\mathbf G=0$ and lengths $1.70$ and $1.20$ against $1.58$ and $1.02$, are not much smaller and can have either sign. The leading vectors point mostly along the long axis of the envelope, about $2.4$ nm, which lowers $\Phi$, while a more compact envelope raises it as $r_0^{-4}$. The actual differences may therefore be much smaller and of either sign. The true envelope, moreover, is neither spherical nor a simple exponential near the nucleus.

\subsection*{5. Envelope, strain and temperature}

\paragraph{Common envelope.} A microscopic reading of $g$ and $f$ as integrals over one envelope assumes that the singlet, triplet and doublet share it. In a simple effective-mass tail the decay length varies as $B^{-1/2}$. The singlet-to-doublet ratio is then
\begin{equation}
t=\sqrt{32.58/45.59}=0.845.
\end{equation}
With $\int_0^\infty r^2e^{-\kappa r}dr=2/\kappa^3$, the overlap of two normalized exponentials with this ratio of decay lengths is
\begin{equation}
\left(\frac{2\sqrt t}{1+t}\right)^3=0.9895.
\end{equation}
About $2.1\%$ of the weight of one envelope lies outside the other. This percentage is not an error of $g$ or $f$, which would require the potential near the donor. The envelope density at the origin, $|F(0)|^2$, differs more. For normalized exponentials it varies as the inverse cube of the decay length, so in this simple model the singlet value is $t^{-3}=1.66$ times the doublet value. This is not the ratio of the full densities at the nucleus. All six valley states have the same amplitude at the site, and $\sum_i c_i=0$ for the triplet and the doublet, so only the singlet has a nonzero density there. The fitted numbers are therefore effective couplings, which absorb the change of envelope from level to level.

\paragraph{Real silicon and strain.} The lattice constant and valley position used above are typical of silicon. The radius is the effective-mass value for a shallow donor; the phosphorus singlet is bound more deeply and is expected to be more compact. Strain can break the assumed $T_d$ symmetry. Suppose it raises the diagonal binding of the $\pm z$ valleys by $\delta$, small compared with the level splittings, while the other elements and the energy zero are held fixed. The odd $z$ state shifts by $\delta$ and the other two triplet states do not shift. To first order the singlet shifts by $\delta/3$, its weight on the $z$ pair. The doublet states with $(a_x,a_y,a_z)\propto(1,1,-2)$ and $(1,-1,0)$ shift by $2\delta/3$ and zero. If one line from each group were inserted in \eqref{eq:gclosed}, the largest error in $g$ would arise from the shifted triplet state and the unshifted doublet state:
\begin{equation}
\Delta g=\frac{\delta}{18}-\frac{\delta}{2}=-\frac{4\delta}{9}.
\end{equation}
For $\delta=0.1$ meV this is $-0.044$ meV, well above the rounding error. With a shear deformation potential of about $9$ eV, this $\delta$ corresponds to a strain difference between the axes of only about $10^{-5}$. A strain of $10^{-3}$ gives a $\delta$ near $9$ meV, comparable with the singlet-doublet splitting, and the first-order results of this paragraph then no longer apply. By \eqref{eq:f}, the error in $f$ is $\pm\delta/18$, eight times smaller. Averaging over all members of each split group removes most of the error: every group mean shifts by $\delta/3$, which changes $b$ but leaves $g$ and $f$ unchanged to first order.

\paragraph{Temperature.} Among neutral donors in the 1s manifold, the singlet, triplet and doublet have Boltzmann weights
\begin{equation}
1,\qquad 3e^{-(B_A-B_T)/k_BT},\qquad 2e^{-(B_A-B_E)/k_BT}.
\end{equation}
The spin factor is common and cancels. With the levels held fixed, practically all these donors are in the singlet at 10 K. At 30 K the shares are $95.6\%$, $3.1\%$ and $1.2\%$; at 77 K they are $55.7\%$, $28.6\%$ and $15.7\%$. Absorption that starts from the triplet or doublet therefore needs a temperature of some tens of kelvin in this equilibrium model. Ionized donors and higher bound states are not counted, so these shares do not give the carrier density of a device.

\section*{Numbers as computed}
\begin{verbatim}
input singlet binding B_A = 45.59 meV
input triplet binding B_T = 33.89 meV
input doublet binding B_E = 32.58 meV
B_A - B_E = 13.01 meV
B_A - B_T = 11.70 meV
B_T - B_E = 1.31 meV
diagonal b = 35.4033 meV
opposite-valley coupling g = 1.5133 meV
adjacent-valley coupling f = 2.1683 meV
levels from diagonalization = [45.59 33.89 33.89 33.89 32.58 32.58] meV
swapped labels: g = 2.6050 meV
swapped labels: f = 1.9500 meV
swapped-label levels = [45.59 33.89 33.89 32.58 32.58 32.58] meV
assumed input rounding = +/-0.005 meV
largest rounding error of b = 0.0050 meV
largest rounding error of g = 0.0050 meV
largest rounding error of f = 0.0017 meV
rough lattice constant = 0.543 nm
rough valley position = 0.85 of Gamma-X
rough short envelope radius = 1.4 nm
forbidden (2,0,0) term: q = 3.47 1/nm
forbidden term: envelope factor = 0.0210
forbidden term: b*factor = 0.74 meV
allowed opposite term: q = 18.26 1/nm
allowed adjacent term: q = 11.83 1/nm
opposite-valley overlap estimate s_o = 3.7e-05
adjacent-valley overlap estimate s_a = 2.1e-04
direct part b*s_o = 0.0013 meV
four-valley part 4*f*s_a = 0.0018 meV
raw minus orthogonalized g = 0.0031 meV
raw minus orthogonalized f = 0.0086 meV
decay length, singlet/doublet = 0.845
singlet-doublet envelope overlap = 0.9895
weight outside common envelope = 2.1 %
10 K: kT = 0.862 meV; neutral-donor shares A, T, E = 100.000, 0.000, 0.000 %
30 K: kT = 2.585 meV; neutral-donor shares A, T, E = 95.646, 3.107, 1.248 %
77 K: kT = 6.635 meV; neutral-donor shares A, T, E = 55.681, 28.644, 15.675 %
\end{verbatim}
